# Heat in an Open-Ended RC Interconnect Charged by a Voltage Ramp

A uniform wire has total series resistance $R$ and total capacitance $C$ to conductors held at zero potential, both spread evenly along its length $l$. Position is measured by $s=x/l$, from $s=0$ at the source to $s=1$ at the far end, which is open. The wire starts uncharged. An ideal voltage source at $s=0$ supplies

$$v_{\rm in}(t)=\begin{cases}Vt/T, & 0<t<T,\\ V, & t\ge T.\end{cases}$$

Inductance, leakage, driver resistance and receiver load are neglected until part (f). Write $\tau=RC$, and let $i(s,t)$ be the current flowing towards the open end.

## (a) The slow ramp

**Question.** Derive the equation for the voltage $v(s,t)$. Find the current and the voltage lag $v_{\rm in}-v$ when every point of the wire rises at the same rate as the source.

**Answer.** A piece $ds$ has resistance $R\,ds$ and capacitance $C\,ds$. Ohm's law and charge conservation give

$$\frac{\partial v}{\partial s}=-Ri,\qquad \frac{\partial i}{\partial s}=-C\frac{\partial v}{\partial t}.$$

Differentiating the first and inserting the second gives a diffusion equation,

$$\tau\frac{\partial v}{\partial t}=\frac{\partial^2 v}{\partial s^2},\qquad v(0,t)=v_{\rm in}(t),\qquad \left.\frac{\partial v}{\partial s}\right|_{s=1}=0.$$

The last condition says that no current leaves the open end. If $\partial v/\partial t=V/T$ everywhere, then $\partial i/\partial s=-CV/T$. Integrating back from $i(1)=0$,

$$i(s)=\frac{CV}{T}(1-s).$$

Each cross-section carries the charge needed by the part of the wire beyond it. The lag is the resistive drop from the source to $s$:

$$v_{\rm in}-v=R\int_0^s i\,ds'=\frac{\tau V}{T}\left(s-\frac{s^2}{2}\right).$$

It does not depend on time, which is consistent with the assumed common rate of rise. At the open end it equals $\tau V/(2T)$.

## (b) The heat for $T\gg RC$

**Question.** Show that the heat released in the wire is approximately $RC^2V^2/(3T)$, and compare it with the energy stored.

**Answer.** The piece $ds$ dissipates $i^2R\,ds$, so the power during the steady part of the ramp is

$$P=R\int_0^1 i^2ds=\frac{RC^2V^2}{T^2}\int_0^1(1-s)^2ds=\frac{RC^2V^2}{3T^2}.$$

The current takes a time of order $\tau$ to build up after the ramp starts and to die away after it ends. For $T\gg\tau$ these intervals are a small part of the process, and

$$E\simeq PT=E_0,\qquad E_0=\frac{RC^2V^2}{3T}.$$

The factor $1/3$ is the mean of $(1-s)^2$. It would be 1 if the whole capacitance sat at the far end, because the full current would then cross all of $R$.

The final stored energy is $CV^2/2$, so $E_0/(CV^2/2)=2\tau/(3T)$. In this slow regime, at fixed $R$, $C$ and $V$, doubling $T$ quarters the power and doubles its duration, which halves the heat.

## (c) How good is the approximation?

**Question.** Find the heat for arbitrary $T$. Extract the first correction to $E_0$ and bound what remains.

**Answer.** Let $u=v_{\rm in}-v$. Substituting $v=v_{\rm in}-u$ in the diffusion equation gives

$$\tau\frac{\partial u}{\partial t}=\frac{\partial^2u}{\partial s^2}+\tau\frac{dv_{\rm in}}{dt},\qquad u(0,t)=0,\qquad \left.\frac{\partial u}{\partial s}\right|_{s=1}=0.$$

The functions $\sin k_ns$ with $k_n=(n-\tfrac12)\pi$, $n=1,2,\dots$, satisfy both boundary conditions. They are orthogonal, and each has squared integral $1/2$. Since $\cos k_n=0$, the coefficients of the constant 1 are

$$2\int_0^1\sin k_ns\,ds=\frac{2}{k_n}.$$

Writing $u=\sum_nu_n(t)\sin k_ns$, we have during the ramp

$$\tau\dot u_n=-k_n^2u_n+\frac{2\tau V}{k_nT},\qquad u_n(0)=0,$$

$$u_n=\frac{2\tau V}{Tk_n^3}\left(1-e^{-a_nt}\right),\qquad a_n=\frac{k_n^2}{\tau}.$$

After the ramp the driving term vanishes and $u_n(t)=u_n(T)e^{-a_n(t-T)}$.

Because $i=(1/R)\,\partial u/\partial s$, and the functions $\cos k_ns$ are also orthogonal with squared integral $1/2$,

$$E=\frac1R\int_0^\infty\!dt\int_0^1\left(\frac{\partial u}{\partial s}\right)^2ds=\frac1R\sum_n\frac{k_n^2}{2}\int_0^\infty u_n^2\,dt.$$

Put $q_n=e^{-a_nT}$. Apart from the squared prefactor of $u_n$, the ramp and the decay contribute

$$\int_0^T(1-e^{-a_nt})^2dt=T-\frac{2(1-q_n)}{a_n}+\frac{1-q_n^2}{2a_n},$$

$$(1-q_n)^2\int_T^\infty e^{-2a_n(t-T)}dt=\frac{1-2q_n+q_n^2}{2a_n}.$$

The last terms of the two lines add to $(1-q_n)/a_n$, so the total is $T-(1-q_n)/a_n$. Hence

$$E=\frac{2\tau^2V^2}{RT^2}\sum_n\frac{1}{k_n^4}\left[T-\frac{\tau}{k_n^2}(1-q_n)\right].$$

Two sums are needed. The function $g(s)=s-s^2/2$ obeys $-g''=1$ and the boundary conditions of $u$, so its sine coefficients $g_n$ satisfy $k_n^2g_n=2/k_n$. Thus

$$g=\sum_n\frac{2}{k_n^3}\sin k_ns,\qquad g'=1-s=\sum_n\frac{2}{k_n^2}\cos k_ns.$$

Squaring and integrating each series gives

$$\frac13=\int_0^1(1-s)^2ds=2\sum_n\frac1{k_n^4},\qquad \frac{2}{15}=\int_0^1g^2ds=2\sum_n\frac1{k_n^6}.$$

The sums are therefore $1/6$ and $1/15$, and

$$E=E_0\left[1-\frac25\frac{\tau}{T}+\delta\right],\qquad \delta=\frac{6\tau}{T}\sum_n\frac{e^{-k_n^2T/\tau}}{k_n^6}.$$

All terms of $\delta$ are positive, and no exponential exceeds the one with $k_1=\pi/2$. Therefore

$$0<\delta\le\frac25\frac{\tau}{T}\,e^{-\pi^2T/(4\tau)}.$$

This proves the limit in (b). Since $1-q_n>0$ in every term of the series, $E<E_0$ for any finite $T$: the approximation errs on the high side. The shortfall is less than $(2/5)\tau/T$ of $E_0$, so $T\ge40RC$ guarantees 1% of $E_0$.

## (d) Energy balance and the sudden step

**Question.** How much work does the source do? What happens to the heat as $T\to0$?

**Answer.** From the two first-order equations,

$$\frac{\partial(vi)}{\partial s}=-Ri^2-Cv\frac{\partial v}{\partial t}.$$

Integrating over $s$, with $i(1,t)=0$, gives

$$v_{\rm in}\,i(0,t)=R\int_0^1i^2ds+\frac{d}{dt}\int_0^1\frac{Cv^2}{2}ds.$$

Over the whole process the source therefore does work $W=E+CV^2/2$. A slow ramp reduces the first part; the second is fixed by the final state.

For the fast limit put $y=a_nT$. The bracket in the series for $E$ is $(y-1+e^{-y})/a_n$, which is at most $y^2/(2a_n)=k_n^2T^2/(2\tau)$ and approaches that value as $T\to0$. Setting $s=0$ in the series for $1-s$ gives $\sum_nk_n^{-2}=1/2$. Hence

$$E\le\frac{\tau V^2}{R}\sum_n\frac1{k_n^2}=\frac{CV^2}{2},$$

with equality approached for a sudden step. The source then delivers charge $CV$ at voltage $V$, and half of the work $CV^2$ becomes heat, whatever the value of $R$. The approximation $E_0$ instead diverges as $T\to0$, and already exceeds this ceiling for $T<2RC/3$.

## (e) A wire in a low-k dielectric

**Question.** A copper wire is 50 nm wide, 100 nm high and 100 µm long, with resistivity 4.0 µΩ cm and capacitance 0.20 fF/µm. Find the heat for $V=0.70$ V and $T=200$ ps, and then for $T=20$ ps. What changes if the dielectric, of relative permittivity 2.7, is replaced by an oxide of 4.0?

**Answer.** The resistance is

$$R=\frac{(4.0\times10^{-8})(100\times10^{-6})}{(50\times10^{-9})(100\times10^{-9})}\ \Omega=800\ \Omega.$$

With $C=20$ fF, $RC=16$ ps and $T/RC=12.5$. Then

$$E_0=\frac{800\,(20\times10^{-15})^2(0.70)^2}{3\,(200\times10^{-12})}\ {\rm J}=0.261\ {\rm fJ}.$$

The correction is $(2/5)(16/200)=0.032$, which gives $E=0.253$ fJ; here $\delta$ is negligible. The stored energy is 4.90 fJ, so the heat is about 5% of it. The far end lags by 28 mV.

At 20 ps, $T/RC=1.25$. The approximation gives 2.61 fJ and the full series 1.82 fJ, so the approximation is 44% above the full result.

For the oxide, hold geometry, resistivity, $V$ and $T=200$ ps fixed, and let all of $C$ scale with permittivity. Then $E_0$ grows by $(4.0/2.7)^2$ to 0.574 fJ. The full heat grows slightly less, to 0.546 fJ, because the larger $RC$ also enlarges the negative correction.

Two independent calculations support the series. An 80-section resistor–capacitor ladder, followed in time at $T/RC=0.5$, 3 and 12.5, agreed with it to within $6.9\times10^{-5}$ of the series value. At $T/RC=25$ the ladder gave 0.401 for the correction coefficient, against the derived $2/5$. A frequency integral using the line's admittance also gave 0.253 fJ for the example.

## (f) What a real interconnect adds

**Question.** Find the leading effects of a receiver capacitance $C_L$, a driver resistance $R_d$ and switching neighbours. Judge whether the example represents a real wire.

**Answer.** *Load.* The slow-ramp current becomes $(V/T)[C(1-s)+C_L]$. With $a=C_L/C$, squaring and integrating multiplies $E_0$ by

$$3\int_0^1(1-s+a)^2ds=1+3a+3a^2.$$

*Driver.* The whole charging current $(C+C_L)V/T$ crosses $R_d$, which adds heat $R_d(C+C_L)^2V^2/T$ outside the wire. The slow-ramp current in the wire is unchanged at leading order.

*Neighbours.* Let a fraction $f$ of $C$ connect to identical neighbours. If their voltage changes mirror those of the wire, the voltage across this part changes by twice as much, and $C$ is replaced by $(1-f)C+2fC=(1+f)C$. If they move together with the wire, this part carries no current and $C$ becomes $(1-f)C$.

The dimensions, resistivity and capacitance are rough typical values for an intermediate copper level in an organosilicate low-k dielectric. The 200 ps ramp was chosen to satisfy $T\gg RC$, and a logic edge can be much shorter. At 20 ps with an ideal source, $E_0$ alone is 44% too high and the correction from (c) must be included; a driver resistance comparable with $R$ then lowers the wire heat considerably further. For the 200 ps ramp, among the effects sized here, the assumption of quiet neighbours matters most for the wire heat. With $f=0.60$ assumed, and neighbour voltages that mirror or equal those of the wire at every point, the 0.253 fJ becomes 0.635 fJ for opposite switching and 0.041 fJ for switching in phase. A 1.0 fF load and a 500 Ω driver together give 0.277 fJ in the wire and 0.495 fJ in the driver, so the wire heat is not the total loss. For an assumed resistivity slope of 0.007 µΩ cm/K, warming by 80 K raises $R$, and hence $E_0$ at fixed $T$, by about 14%.

For the 200 ps ramp, inductance and leakage are negligible, but dielectric loss need not be. For an assumed loss tangent of 0.005, a sinusoid of the same swing and half-period $T$ loses about 0.02 fJ in the dielectric during each half-period, under a tenth of the wire heat. A ramp followed by a hold contains lower frequencies as well. If the loss tangent is independent of frequency and ramps of duration $T$ alternate up and down at intervals $H\ge T$, the loss per edge is $(2/\pi)CV^2\tan\delta_{\rm loss}\sum_{n\ {\rm odd}}(\sin x_n/x_n)^2/n$ with $x_n=n\pi T/(2H)$. This is 0.027 fJ for $H=2T$ and 0.052 fJ for $H=10T$, about 10% and 20% of the wire heat, and it keeps growing roughly as $\ln H$. An inductance of 100 pH shifts the wire heat by 0.06% of $E_0$. The mean field across a 50 nm gap is 0.14 MV/cm; at an assumed leakage density of $10^{-9}$ A/cm², leakage heat through the two side walls during the ramp is at most about $3\times10^{-11}$ fJ, the value for the full voltage held throughout. Further values are in the numerical output.

## Computed values

```
width, height, gap: 50, 100, 50 nm
length: 100 um
resistivity: 4.0 uOhm cm
capacitance per length: 0.20 fF/um
side-plate part, no fringe: 0.096 fF/um
swing V: 0.70 V;  ramp T: 200 ps
R: 800.0 Ohm;  C: 20.00 fF
RC: 16.00 ps;  T/RC: 12.50
end-of-ramp source current CV/T: 70.0 uA
far-end lag RCV/(2T): 28.0 mV
approximate heat RC^2V^2/(3T): 0.2613 fJ
full heat, mode series: 0.2530 fJ
full heat, frequency integral: 0.2530 fJ
full/approximate: 0.9680
(2/5)RC/T: 0.0320
stored energy CV^2/2: 4.900 fJ
full heat/stored energy: 0.0516
fast edge: 20 ps;  T/RC: 1.25
fast edge, approximate heat: 2.613 fJ
fast edge, full heat: 1.815 fJ
permittivities low-k, oxide: 2.7, 4.0
oxide, approximate heat: 0.5736 fJ
oxide, full heat: 0.5464 fJ
ladder vs series, worst relative error: 6.9e-05
correction coefficient from ladder: 0.401
neighbour share of C: 0.60
full heat, neighbours opposite: 0.6348 fJ
full heat, neighbours in phase: 0.0413 fJ
receiver load: 1.0 fF
leading load factor on wire heat: 1.1575
driver resistance: 500 Ohm
wire heat with driver and load: 0.2770 fJ
driver heat with driver and load: 0.4949 fJ
resistivity slope: 0.007 uOhm cm/K
R increase for 80 K warming: 14.0 %
loss tangent: 0.005
dielectric heat, sinusoidal estimate: 0.0192 fJ
inductance: 100 pH
inductive shift of wire heat: 0.063 %
skin depth at pi/T: 2013 nm
mean field V/gap: 0.14 MV/cm
leakage density assumed: 1e-09 A/cm2
leakage heat during ramp: 2.8e-11 fJ
copper heat capacity: 1.70 pJ/K
adiabatic warming per ramp: 0.149 mK
```
